# Why strongly polarized hafnia on silica needs trapped charge

A silica layer 1 nm thick, placed between silicon and a hafnia film whose polarization is 20 µC/cm², would have to carry a field of 58 MV/cm if all of that polarization acted through it. The voltage across this one nanometre would be 5.8 V. Silica breaks down at roughly 10 MV/cm, somewhat higher in very thin layers. Yet hafnia transistors with such a layer do store information. Several contributions could relieve the silica: the film's own dielectric response, the mobile charge in silicon, charge trapped beside the film, and a division of the film into opposite domains. They are taken here one at a time and compared in the same unit, charge per area.

## The balance at the interface

The stack is metal gate, hafnia film, silica, p-type silicon. Let $x$ run from gate to silicon, and count fields and polarization as positive in that direction. A positive polarization therefore attracts electrons to the silicon surface. In the film the displacement is

$$D_F=\epsilon_F E_F+P ,$$

where $P$ is the switched polarization and the permittivity $\epsilon_F$ holds the linear response. In the silica, $D=\epsilon_{ox}E_{ox}$.

Let negative charge of magnitude $S$ per area be trapped at the film/silica interface. Gauss's law says that the displacement leaving a thin box around the interface, minus that entering it, equals the free charge inside, which is $-S$:

$$\epsilon_{ox}E_{ox}-(\epsilon_F E_F+P)=-S .$$

Hence

$$\epsilon_{ox}E_{ox}=P+\epsilon_F E_F-S. \qquad (1)$$

This assumes a region polarized uniformly over a width much larger than the layer thicknesses. Gate voltage, thicknesses and silicon doping do not appear in it; they act through $E_F$.

The example uses rough typical values: $P=20$ µC/cm², relative permittivities 30 for the film and 3.9 for silica, a film of 10 nm and a silica layer of 1 nm. The coercive field is $E_c=1$ MV/cm, and the largest field allowed in the silica is $E_{max}=10$ MV/cm.

## First contribution: the polarization alone

Set $E_F=0$ and $S=0$ in (1). With 20 µC/cm² = 0.20 C/m²,

$$E_{ox}=\frac{P}{\epsilon_{ox}}=\frac{0.20}{3.9\times8.854\times10^{-12}}\ \mathrm{V/m}=57.9\ \mathrm{MV/cm}.$$

This is the opening number, and it belongs to one particular state, that of zero field in the film. While the film is being written the demand is larger. In a simple square hysteresis loop, switching towards silicon needs $E_F=+E_c$. The film then adds $\epsilon_F E_c=2.66$ µC/cm² to the displacement, and without traps the silica field would be 65.6 MV/cm.

## Second contribution: the film's opposing field

When the gate voltage is removed, the film develops a field opposed to its polarization. This depolarizing field makes $\epsilon_F E_F$ negative and relieves the silica. To find by how much, add the voltage drops across the stack:

$$V=E_Ft_F+E_{ox}t_{ox}+\psi . \qquad (2)$$

Here $\psi$ is the surface potential of silicon relative to its interior. The voltage $V$ is measured from the gate voltage at which the silicon bands would be flat if $P$ and $S$ were absent.

Put $V=0$ and $S=0$, hold $P$ fixed, and write $C_F=\epsilon_F/t_F$ and $C_{ox}=\epsilon_{ox}/t_{ox}$. Since $E_{ox}t_{ox}=D/C_{ox}$, equation (2) gives $E_F=-(D/C_{ox}+\psi)/t_F$. Inserting this in (1),

$$D=P-C_F\left(\frac{D}{C_{ox}}+\psi\right),\qquad D=\frac{P-C_F\psi}{1+C_F/C_{ox}} .$$

The capacitances are 2.66 and 3.45 µF/cm². Solved together with the silicon equation derived below, this gives $\psi=1.41$ V and $D=9.19$ µC/cm². The two fields are

$$E_{ox}=26.6\ \mathrm{MV/cm},\qquad E_F=-4.07\ \mathrm{MV/cm}.$$

The film has more than halved the silica field, but the result is still far above the assumed limit. The relief also has a price: the film field is four times the coercive field and points against the polarization. In the square-loop model such a film switches back. The calculated state is therefore hypothetical, because the polarization that was held fixed would not survive.

The film can thus help only while $E_F\ge-E_c$. Its largest contribution is $\epsilon_FE_c=2.66$ µC/cm², about an eighth of $P$. This share belongs to the square loop with a linear $\epsilon_F$. In a uniform film with a quartic Landau energy, $E\propto x^3-x$ where $x$ is the polarization over its zero-field value, the branch ends at $x=1/\sqrt3$. Such a film gives up 42 percent of its polarization before it switches, and the minimum trapped charge derived below would fall to about 8 µC/cm² or less. In a measured, rounded loop the polarization has already passed to zero at $-E_c$, so keeping most of it allows only a much weaker opposing field.

## Third contribution: charge in silicon

Silicon can supply many electrons, and one might expect them to screen the polarization. Their position prevents them from relieving the silica. Apply Gauss's law to a box from the silica to deep inside the silicon, where the field vanishes. The charge in the box is

$$Q_{Si}=-D=-\epsilon_{ox}E_{ox}.$$

Every unit of silicon charge that balances the polarization is matched by displacement through the silica. More charge in silicon means more field in the silica. If the silica may carry at most $E_{max}$, this contribution is limited to

$$\epsilon_{ox}E_{max}=3.45\ \text{µC/cm}^2 .$$

The limit comes from the insulator, whatever amount of charge the silicon could provide.

## Fourth contribution: charge on the film side

Solve (1) for the trapped charge:

$$S=P+\epsilon_FE_F-\epsilon_{ox}E_{ox}.$$

To keep its polarization the film needs $E_F\ge-E_c$. To survive, the silica needs $E_{ox}\le E_{max}$. The smallest value of the right-hand side allowed by both conditions is

$$S\ge P-\epsilon_FE_c-\epsilon_{ox}E_{max}. \qquad (3)$$

For the example,

$$S\ge 20-2.66-3.45=13.89\ \text{µC/cm}^2 .$$

This is 69 percent of $P$. Divided by the elementary charge, it is $8.7\times10^{13}$ electrons per cm². The same argument with all signs reversed applies to polarization towards the gate, which needs trapped positive charge.

Can a state reach the bound? It must have $E_F=-E_c$ and $E_{ox}=E_{max}$ together. At the corresponding displacement the silicon surface potential is 1.17 V, so (2) gives

$$V=-1.00+1.00+1.17=1.17\ \mathrm{V}.$$

The bound is attained at this gate voltage. With $S$ held at its minimum, no other voltage will do. At fixed $P$ and $S$, (1) implies $\epsilon_{ox}\,dE_{ox}=\epsilon_F\,dE_F$, so both fields rise or fall together. Raising the voltage overloads the silica; lowering it takes the film beyond $-E_c$.

Writing asks for more. If the film is fully polarized while $E_F=+E_c$, the film term changes sign:

$$S\ge20+2.656-3.453=19.20\ \text{µC/cm}^2 .$$

In this model, then, nearly all of the polarization must already be compensated when switching is completed at the coercive field. A film that receives less charge in time can switch only in part, or the silica must exceed its assumed limit.

How firm is the minimum share of 69 percent found for holding the polarization? With $P$ and the permittivities fixed, take $E_c=1$ MV/cm and raise the silica limit to 15 and then 20 MV/cm. The minimum falls from 69 to 61 and 52 percent of $P$. With $E_c=2$ MV/cm the three values are 56, 48 and 39 percent. With these permittivities and the square loop, even the most lenient combination leaves more than a third of the polarization to trapped charge. An interlayer of relative permittivity 5 would lower that last share to 29 percent, and one of 7 to 11 percent.

There is also a limit in which no trapping is needed. Equation (3) requires none when

$$P\le\epsilon_FE_c+\epsilon_{ox}E_{max}=6.11\ \text{µC/cm}^2 .$$

A weakly polarized film can therefore be balanced by silicon and its own dielectric response, provided that the gate voltage suits.

## The stricter condition at rest

The bound allows any gate voltage, but a memory must hold its state with the gate at rest. We therefore need the relation between $D$ and $\psi$ in silicon. Let $n$ and $p$ be the electron and hole densities and $N_a$ the density of ionized acceptors. With $\psi(x)$ the local potential, Poisson's equation is

$$\epsilon_s\psi''=q(n-p+N_a).$$

Multiply by $\psi'$. The left side becomes the derivative of $\epsilon_s\psi'^2/2$. Integrate from the interior, where $\psi$ and $\psi'$ vanish, to the surface, where $\epsilon_s|\psi'|=D$:

$$\frac{D^2}{2\epsilon_s}=q\int_0^{\psi}(n-p+N_a)\,d\psi' .$$

In the integral $\psi'$ is merely the integration variable. The carriers are described by Fermi-Dirac statistics, $n=N_cF_{1/2}(\eta_n)$ and $p=N_vF_{1/2}(\eta_p)$, with

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{u^j\,du}{1+e^{u-\eta}} .$$

Here $\eta_n$ is the Fermi level minus the conduction-band edge, and $\eta_p$ the valence-band edge minus the Fermi level, both divided by $kT$. A potential $\psi$ lowers both bands, so $\eta_n$ rises and $\eta_p$ falls by $q\psi/kT$. Since $dF_{3/2}/d\eta=F_{1/2}$, the integral is

$$\frac{D^2}{2\epsilon_s}=kT\left[N_c\,\Delta F_{3/2}(\eta_n)+N_v\,\Delta F_{3/2}(\eta_p)\right]+qN_a\psi ,\qquad (4)$$

where $\Delta$ means surface value minus interior value. The hole term has a plus sign because the minus sign of $-p$ is cancelled by $d\eta_p=-q\,d\psi/kT$. Neutrality of the interior fixes the starting values.

The example takes $T=300$ K, $N_a=10^{17}$ cm⁻³, $N_c=2.8\times10^{19}$ cm⁻³, $N_v=2.7\times10^{19}$ cm⁻³, a gap of 1.12 eV and relative permittivity 11.7. Source and drain are taken to supply electrons in equilibrium with the body.

The least trapped charge at rest belongs to $E_F=-E_c$. Equation (2) then reads

$$\frac{D}{C_{ox}}+\psi=V+E_ct_F .$$

At $V=0$ the right side is 1.00 V. Solving numerically with (4) gives $\psi=0.926$ V, which leaves 0.074 V for the silica. Its field is 0.74 MV/cm and $D=0.25$ µC/cm², so

$$S=20-2.66-0.25=17.09\ \text{µC/cm}^2 ,$$

or 85 percent of $P$. At rest the film, and not breakdown of the silica, sets the requirement: the film cannot supply enough opposing voltage to bend the silicon bands into inversion and also load the silica heavily. The opposite polarization is not the mirror image of this state. It accumulates holes, which takes less band bending, so at $V=0$ the silica carries about 7.1 MV/cm and the trapped positive charge needed is about 14.9 µC/cm². These are classical values; confinement of heavy and light holes at a hard wall moves them to roughly 5.3 MV/cm and 15.5 µC/cm².

A gate with a different work function shifts the rest point. At $V=0.5$ V the same calculation gives $\psi=1.062$ V, $D=1.51$ µC/cm² and $S=15.83$ µC/cm², or 79 percent. These are minima for holding the state. A film that keeps the 19.20 µC/cm² required for writing rests at $\psi=0.24$ V for $V=0$ and 0.70 V for $V=0.5$ V, below the onset of strong inversion at 0.83 V.

A thicker film with the same $E_c$ can supply more opposing voltage. At $V=0$, the silica limit is reached together with the film limit when $E_ct_F=1.00+1.17=2.17$ V, or $t_F=21.7$ nm. The requirement at rest then equals the general bound of 13.89 µC/cm². A still thicker film cannot go below it, because the silica limit takes over. At $V=0$ its requirement rises again, to about 14.6 µC/cm² at 30 nm, since the film field no longer reaches $-E_c$.

## Can electrons reach the traps?

Need alone does not supply charge. With positive $P$, the silica field points to silicon and pulls electrons towards the film. They must tunnel. Let $y$ be the distance from silicon into the silica and $\phi=3.1$ eV the barrier at its edge. The field lowers the barrier to $\phi-qE_{ox}y$. The semiclassical (WKB) transmission is $e^{-G}$, prefactor omitted, with

$$G=\frac{2}{\hbar}\int\sqrt{2m(\phi-qE_{ox}y)}\,dy$$

over the part of the silica where the root is real. Substituting $b=\phi-qE_{ox}y$, with $dy=-db/(qE_{ox})$, gives

$$G=\frac{4\sqrt{2m}}{3\hbar qE_{ox}}\left[\phi^{3/2}-b_1^{3/2}\right],\quad b_1=\max(\phi-qE_{ox}t_{ox},0).$$

For a tunnelling mass of 0.5 free-electron masses and 10 MV/cm, $G=11.66$ and the transmission is $8.6\times10^{-6}$. At 57.9 MV/cm the barrier ends inside the silica, $G=4.55$ and the transmission is $1.1\times10^{-2}$. The field that would make compensation necessary also makes the silica leak much faster.

For a rate we need the frequency with which electrons strike the silica. At the silica limit the surface field in silicon is 3.33 MV/cm. The electrons screen it with depth, so take half of it, $F$, as a mean and treat the well as triangular. With $\ell=(\hbar^2/2m_sqF)^{1/3}$, the Schrödinger equation becomes Airy's equation in the variable $z/\ell-E/(qF\ell)$, $z$ being the depth in silicon. The decaying solution must vanish at the silica, and its first zero lies at $-2.338$. The lowest level is therefore

$$E_1=2.338\,qF\ell=0.245\ \mathrm{eV}$$

for a mass $m_s=0.92$ free-electron masses. An electron leaving the wall with momentum $\sqrt{2m_sE_1}$ and pulled back by the force $qF$ returns after $2\sqrt{2m_sE_1}/(qF)$. The inverse of this time is $\nu=5.2\times10^{13}$ s⁻¹.

Treat all of $D$ as electron charge and hold it at the silica limit. The time to pass the minimum trapped charge is then

$$t=\frac{S}{D\nu e^{-G}}=\frac{13.89}{3.45\times5.2\times10^{13}\times8.6\times10^{-6}}\ \mathrm{s}\approx9\ \mathrm{ns}.$$

This is a supply time, good to an order of magnitude at best, and not a trapping time. Tunnelling masses from 0.3 to 0.6 give 0.7 to 27 ns; at the same field, silica thicknesses from 0.8 to 1.2 nm give 1 to 70 ns, and 1.5 nm gives about 1.2 µs. Writing from the opposite state needs a change of about 34 µC/cm², or 22 ns at the same rate. The barrier was measured from the band edge; measured from $E_1$ it gives about 5 ns. The half-field well also places the level low, since a self-consistent hard-wall inversion layer puts it near 0.35 eV, which shortens the time further. The estimate assumes empty traps at suitable energies and instant capture. It shows that tunnelling through 1 nm of silica need not be the obstacle; whether enough traps exist is a separate question.

## The alternative: opposite domains

The film can also avoid the large field by giving up its uniform polarization. Consider stripes of width $w$, polarized alternately to silicon and to the gate, without traps. Let $s$ be the lateral distance from the centre of a stripe polarized to silicon. The polarization is a square wave with components

$$P_n\cos k_ns,\quad k_n=\frac{n\pi}{w},\quad P_n=\frac{4P}{n\pi}\sin\frac{n\pi}{2},\quad n=1,3,5,\ldots$$

Treat gate and silicon as grounded conductors and the film as isotropic. If one component has interface potential $\varphi_n\cos k_ns$, Laplace's equation makes it fall to zero at each conductor as a hyperbolic sine of the remaining distance. At the interface the field amplitudes are $k_n\varphi_n\coth(k_nt_{ox})$ in the silica and $-k_n\varphi_n\coth(k_nt_F)$ in the film. Equation (1) with $S=0$, applied to each component, gives

$$\varphi_n=\frac{P_n}{k_n\left[\epsilon_{ox}\coth(k_nt_{ox})+\epsilon_F\coth(k_nt_F)\right]} .$$

The silica field below the stripe centre, averaged over the layer's thickness, is $\sum_n\varphi_n/t_{ox}$. It is 4.9 MV/cm for stripes 2 nm wide, 19.2 MV/cm for 10 nm and 32.5 MV/cm for 50 nm. For very wide stripes $\coth(kt)\to1/(kt)$, and the sum tends to

$$\frac{P}{(C_{ox}+C_F)\,t_{ox}}=32.7\ \mathrm{MV/cm}.$$

This exceeds the earlier 26.6 MV/cm because silicon is here a conductor with no surface potential of its own.

Narrow stripes thus relieve the silica without trapped charge: much of the field closes sideways between neighbours. The values quoted are averages below the stripe centre. For 2 nm stripes the silica field next to the film is about 7 MV/cm at the centre, and it grows without bound towards an ideally sharp wall. The calculation does not show that the stripes are stable. Below the centre of a 2 nm stripe the film field opposes the polarization with about 6.5 MV/cm at the interface and exceeds $E_c$ over roughly 1.3 nm, so a fixed $P$ is doubtful there. The energy of the walls has not been examined. Equal stripes also have zero mean polarization, so they store no net polarization. The need for traps was derived for a wide, strongly polarized region and does not carry over unchanged to finely divided films.

## Weighing the contributions

At the general bound, the 20 µC/cm² divides into 2.66 from the film's response, 3.45 from silicon and 13.89 from traps. With a silica limit of 10 MV/cm the silicon channel therefore feels at most 17 percent of this polarization directly; at 20 MV/cm the share would be 35 percent.

Two effects in silicon, carrier degeneracy and quantum confinement, can be compared with these numbers. At the silica limit, Boltzmann statistics would give a surface potential of 1.08 V instead of 1.17 V. Quantum confinement, left out of (4), has an energy scale of 0.245 eV. If it raised the surface potential by that amount at fixed $V$ and $E_{ox}$, the film field would change by 0.24 MV/cm. By (1) this requires $S$ to change by about 0.65 µC/cm². Both effects shift the voltage at which a state occurs. Neither enters (3), which contains no silicon property. They do enter the values at rest, which are classical. With a self-consistent quantum inversion layer and a hard wall, 17.09 becomes about 17.13, 15.83 about 16.2 µC/cm², and 21.7 nm about 24 nm. The gate voltage of the bound moves from 1.17 to about 1.4 V. In the trap-free state at $V=0$ the surface potential rises from 1.41 to 1.7–1.8 V, depending on whether the barrier is finite or hard; the silica field falls from 26.6 to about 25 MV/cm and the film field becomes about $-4.2$ to $-4.3$ MV/cm.

The layer thicknesses, polarization and permittivities used here are of the order found in hafnia transistors. The coercive field is at the low end, and doubling it lowers the minimum to 56 percent. Traps at the silicon/silica interface cannot supply the required charge, whatever their density: they lie on the silicon side, so the displacement that ends on them still passes through the silica. In this model the charge has to sit at or very near the boundary between hafnia and silica. Charge deeper in the hafnia leaves the slab between it and the silica uncompensated, with a field of $(\epsilon_{ox}E_{max}-P)/\epsilon_F=-6.2$ MV/cm at best. Charge inside the silica leaves at least 50 MV/cm in the part on the film side. Uniform, complete switching is open to doubt in a real device, since the films are polycrystalline. If a wide region reached only 10 µC/cm², with all other settings unchanged, the minimum would be $10-6.11=3.89$ µC/cm², or 39 percent of that smaller polarization. A polarization measured between metal electrodes should therefore not be assigned to a transistor without asking where its compensating charge resides.
